# Why the force-force mobility formula fails even at weak scattering: test program

```python
"""Result under test: for nondegenerate carriers with acoustic scattering the
lowest-order force-force (memory-function) mobility e/(m<1/tau>) is 9*pi/32 of
the Boltzmann mobility e<tau>/m, however weak the scattering is.
Symbols: x = E/kT, y = sqrt(x), nu = 1/tau = nu0*y, <A> = average of A with
weight x^(3/2) exp(-x); M = memory function, z = -i*omega.
Reduced units: hbar = m = kT = 1. The scattering strength is
gamma = Xi^2 kT/c_l, equal to 1 unless stated; s = sound speed."""
import numpy as np
from scipy import constants as const
from scipy.special import gamma as Gamma

pi = np.pi


def gauss(a, b, n):
    t, w = np.polynomial.legendre.leggauss(n)
    return a + (b - a) * (t + 1) / 2, w * (b - a) / 2


y, wy = gauss(0.0, 7.5, 240)
thermal_weight = wy * 2 * y**4 * np.exp(-y**2) / Gamma(2.5)


def thermal(values):
    return np.sum(thermal_weight * values)


# --- averages for acoustic scattering, nu0 = 1
mean_tau, mean_nu = thermal(1 / y), thermal(y)
ratio = 1 / (mean_tau * mean_nu)
assert abs(thermal(np.ones_like(y)) - 1) < 1e-10
assert abs(mean_tau - 4 / (3 * np.sqrt(pi))) < 1e-10
assert abs(mean_nu - 8 / (3 * np.sqrt(pi))) < 1e-10
assert abs(ratio - 9 * pi / 32) < 1e-10
impurity_product = thermal(y**3) * thermal(y**-3)
assert abs(impurity_product - 32 / (3 * pi)) < 1e-8

# --- free thermal phase factor, averaged over the momentum along q
p, wp = gauss(-10.0, 10.0, 200)
for q_test, t_test in ((1.3, 0.7), (0.4, 2.5)):
    phase = np.exp(-1j * (p * q_test + q_test**2 / 2) * t_test)
    average = np.sum(wp * np.exp(-p**2 / 2) * phase) / np.sqrt(2 * pi)
    closed = np.exp(-(1j * t_test + t_test**2) * q_test**2 / 2)
    assert abs(average - closed) < 1e-10


def free_force_rate(omega):
    """Real part of the force-force rate with free motion, from its time
    integral (u = q*t), in a random potential with a delta correlator."""
    q, wq = gauss(0.0, 30.0, 400)
    u = np.linspace(-10, 10, 801)
    oscillation = np.cos(np.outer(omega / q - q / 2, u))
    time_integral = oscillation @ np.exp(-u**2 / 2) * (u[1] - u[0]) / q
    spectrum = np.sum(wq * q**4 / (6 * pi**2) * time_integral)
    kubo = 1.0 if omega == 0 else -np.expm1(-omega) / omega
    return kubo * spectrum / 2


nu0_reduced = np.sqrt(2) / pi      # golden rule: nu(k) = k/pi, k = sqrt(2x)
rate_ff = free_force_rate(0.0)
assert abs(rate_ff / (nu0_reduced * mean_nu) - 1) < 1e-7
flatness = free_force_rate(1.0) / rate_ff
assert abs(flatness - 1) < 0.05


def phonon_mobility(powers, s):
    """Linearized Boltzmann equation with inelastic acoustic phonons,
    solved in the trial functions k_x * k^power. Absorption is integrated;
    detailed balance supplies emission."""
    k, wk = gauss(0.0, 11.0, 240)
    t, wt = gauss(0.0, 1.0, 160)
    low, high = np.maximum(0, 2 * (s - k)), 2 * (k + s)
    q = low[:, None] + (high - low)[:, None] * t
    wq = (high - low)[:, None] * wt
    k_in = k[:, None]
    k_out = np.sqrt(k_in**2 + 2 * s * q)
    dot = k_in**2 + q * (s - q / 2)
    maxwell = 4 * pi * k**2 * np.exp(-k**2 / 2) / (2 * pi)**1.5
    weight = (wk * maxwell / k)[:, None] * wq * q
    weight = weight * (s * q / np.expm1(s * q)) / (4 * pi)
    size = len(powers)
    collision = np.zeros((size, size))
    for i, a in enumerate(powers):
        for j, b in enumerate(powers):
            change = (k_in**(2 + a + b) + k_out**(2 + a + b)
                      - dot * (k_in**a * k_out**b + k_out**a * k_in**b))
            collision[i, j] = np.sum(weight * change) / 3
    drive = np.array([np.sum(wk * maxwell * k**(2.0 + a)) / 3
                      for a in powers])
    return drive @ np.linalg.solve(collision, drive)


full_basis = (-1.0, 0.0, 1.0, 2.0, 3.0)
s_small = 0.003
full_small = phonon_mobility(full_basis, s_small)
one_small = phonon_mobility((0.0,), s_small)
two_small = phonon_mobility((0.0, 2.0), s_small)
three_small = phonon_mobility((0.0, 2.0, 4.0), s_small)
# tolerances allow for the physical effect of the finite phonon energy
assert abs(full_small * nu0_reduced / mean_tau - 1) < 2e-4
assert abs(one_small * rate_ff - 1) < 2e-4
assert abs(one_small / full_small - 9 * pi / 32) < 2e-4
assert abs(two_small / full_small - 39 * pi / 128) < 2e-4


# --- frequency dependence from the Boltzmann conductivity, nu0 = 1
def memory(omega):
    z = -1j * omega
    return 1 / thermal(1 / (z + y)) - z


variance = thermal(y**2) - mean_nu**2
assert abs(memory(0.0) - 1 / mean_tau) < 1e-10
assert abs(memory(50.0).real - mean_nu) < 1e-3
assert abs(-50.0 * memory(50.0).imag / variance - 1) < 0.01


def full_force(z):
    """Laplace transform of the force correlator with full dynamics."""
    return z - z**2 * thermal(1 / (z + y))


assert full_force(0.01 * mean_nu) < 0.02 * mean_nu
assert abs(full_force(100 * mean_nu) / mean_nu - 1) < 0.02


# --- Fermi statistics: eta = chemical potential / kT
def fermi_product(eta):
    r, wr = gauss(0.0, np.sqrt(max(eta, 0) + 40), 500)
    weight = wr * 2 * r**4 / (4 * np.cosh((r**2 - eta) / 2)**2)
    return np.sum(weight / r) * np.sum(weight * r) / np.sum(weight)**2


assert abs(fermi_product(-15.0) * 9 * pi / 32 - 1) < 1e-5
degenerate_excess = fermi_product(40.0) - 1
degenerate_law = pi**2 / 12 / 40.0**2
assert abs(degenerate_excess / degenerate_law - 1) < 0.03

# --- worked example with round model parameters
mass_ratio, temperature, potential_eV = 0.2, 300.0, 5.0
density, sound = 5000.0, 5000.0
mass = mass_ratio * const.m_e
kT = const.k * temperature
c_l = density * sound**2
Xi = potential_eV * const.e
gamma_SI = Xi**2 * kT / c_l
k_thermal = np.sqrt(2 * mass * kT) / const.hbar
nu0 = gamma_SI * mass * k_thermal / (pi * const.hbar**3)
tau_average, nu_average = mean_tau / nu0, mean_nu * nu0
mu = const.e * tau_average / mass
mu_ff = const.e / (mass * nu_average)
mu_closed = (2 * np.sqrt(2 * pi) * const.e * const.hbar**4 * c_l
             / (3 * mass**2.5 * kT**1.5 * Xi**2))
length = const.hbar / np.sqrt(mass * kT)
gamma_reduced = gamma_SI / (kT**2 * length**3)
mobility_unit = const.e * const.hbar / (mass * kT * gamma_reduced)
assert abs(mu / mu_closed - 1) < 1e-9
assert abs(full_small * mobility_unit / mu_closed - 1) < 2e-4
s_example = sound / np.sqrt(kT / mass)
full_example = phonon_mobility(full_basis, s_example)
larger_basis = phonon_mobility(full_basis + (4.0,), s_example)
one_example = phonon_mobility((0.0,), s_example)
assert abs(larger_basis / full_example - 1) < 1e-4
assert abs(one_example / full_example - 9 * pi / 32) < 0.01
weakness = const.hbar * nu_average / kT
assert weakness < 0.05

print(f"effective mass: {mass_ratio:.1f} m_e")
print(f"temperature: {temperature:.0f} K")
print(f"deformation potential: {potential_eV:.1f} eV")
print(f"density: {density:.0f} kg/m^3")
print(f"sound speed: {sound:.0f} m/s")
print(f"elastic constant c_l: {c_l:.3e} Pa")
print(f"gamma: {gamma_SI:.4e} J^2 m^3")
print(f"k at E = kT: {k_thermal:.4e} 1/m")
print(f"nu0 (rate at E = kT): {nu0:.4e} 1/s")
print(f"<tau>: {tau_average * 1e12:.4f} ps")
print(f"<1/tau>: {nu_average:.4e} 1/s")
print(f"1/<1/tau>: {1e12 / nu_average:.4f} ps")
print(f"Boltzmann mobility: {mu * 1e4:.0f} cm^2/(V s)")
print(f"force-force mobility: {mu_ff * 1e4:.0f} cm^2/(V s)")
print(f"hbar<1/tau>/kT: {weakness:.5f}")
print(f"mobility ratio FF/Boltzmann: {ratio:.6f}")
print(f"9 pi/32: {9 * pi / 32:.6f}")
print(f"<tau><1/tau>: {mean_tau * mean_nu:.6f}")
print(f"<tau> nu0: {mean_tau:.6f}")
print(f"<1/tau>/nu0: {mean_nu:.6f}")
print(f"free FF rate, gamma=1: {rate_ff:.6f} kT/hbar")
print(f"golden-rule <nu>, gamma=1: {nu0_reduced * mean_nu:.6f} kT/hbar")
print(f"free FF rate at omega=kT/hbar over dc: {flatness:.5f}")
print(f"small reduced sound speed: {s_small:.3f} sqrt(kT/m)")
print(f"inelastic solve, 1 function/full: {one_small / full_small:.5f}")
print(f"inelastic solve, 2 functions/full: {two_small / full_small:.5f}")
print(f"39 pi/128: {39 * pi / 128:.5f}")
print(f"inelastic solve, 3 functions/full: {three_small / full_small:.5f}")
print(f"example reduced sound speed: {s_example:.5f} sqrt(kT/m)")
print(f"example inelastic FF/full: {one_example / full_example:.5f}")
print(f"example inelastic full mobility: "
      f"{full_example * mobility_unit * 1e4:.0f} cm^2/(V s)")
print(f"example inelastic FF mobility: "
      f"{one_example * mobility_unit * 1e4:.0f} cm^2/(V s)")
print(f"Var(nu)/nu0^2: {variance:.5f}")
for multiple in (0.0, 0.3, 1.0, 3.0, 10.0):
    value = memory(multiple * mean_nu) / mean_nu
    print(f"M/<nu> at omega={multiple:.1f}<nu>: "
          f"Re {value.real:.5f}, Im {value.imag:.5f}")
for multiple in (0.01, 1.0, 100.0):
    value = full_force(multiple * mean_nu) / mean_nu
    print(f"full-dynamics force/<nu> at z={multiple:.2f}<nu>: {value:.5f}")
print(f"r=3/2 law <tau><1/tau>: {impurity_product:.5f}")
print(f"r=3/2 law mobility ratio: {1 / impurity_product:.5f}")
for eta in (0.0, 5.0, 20.0):
    print(f"Fermi <tau><1/tau> at eta={eta:.0f}: {fermi_product(eta):.6f}")
print(f"Fermi excess at eta=40: {degenerate_excess:.4e}")
print(f"degenerate law at eta=40: {degenerate_law:.4e}")
print("tests ok")
```

Running it gives:

```
effective mass: 0.2 m_e
temperature: 300 K
deformation potential: 5.0 eV
density: 5000 kg/m^3
sound speed: 5000 m/s
elastic constant c_l: 1.250e+11 Pa
gamma: 2.1265e-68 J^2 m^3
k at E = kT: 3.6838e+08 1/m
nu0 (rate at E = kT): 3.8734e+11 1/s
<tau>: 1.9421 ps
<1/tau>: 5.8276e+11 1/s
1/<1/tau>: 1.7160 ps
Boltzmann mobility: 17079 cm^2/(V s)
force-force mobility: 15090 cm^2/(V s)
hbar<1/tau>/kT: 0.01484
mobility ratio FF/Boltzmann: 0.883573
9 pi/32: 0.883573
<tau><1/tau>: 1.131768
<tau> nu0: 0.752253
<1/tau>/nu0: 1.504506
free FF rate, gamma=1: 0.677265 kT/hbar
golden-rule <nu>, gamma=1: 0.677265 kT/hbar
free FF rate at omega=kT/hbar over dc: 0.98359
small reduced sound speed: 0.003 sqrt(kT/m)
inelastic solve, 1 function/full: 0.88357
inelastic solve, 2 functions/full: 0.95721
39 pi/128: 0.95720
inelastic solve, 3 functions/full: 0.97791
example reduced sound speed: 0.03316 sqrt(kT/m)
example inelastic FF/full: 0.88346
example inelastic full mobility: 17103 cm^2/(V s)
example inelastic FF mobility: 15110 cm^2/(V s)
Var(nu)/nu0^2: 0.23646
M/<nu> at omega=0.0<nu>: Re 0.88357, Im 0.00000
M/<nu> at omega=0.3<nu>: Re 0.90381, Im -0.03790
M/<nu> at omega=1.0<nu>: Re 0.95221, Im -0.05083
M/<nu> at omega=3.0<nu>: Re 0.98917, Im -0.03031
M/<nu> at omega=10.0<nu>: Re 0.99886, Im -0.01030
full-dynamics force/<nu> at z=0.01<nu>: 0.00989
full-dynamics force/<nu> at z=1.00<nu>: 0.48672
full-dynamics force/<nu> at z=100.00<nu>: 0.98909
r=3/2 law <tau><1/tau>: 3.39531
r=3/2 law mobility ratio: 0.29452
Fermi <tau><1/tau> at eta=0: 1.102077
Fermi <tau><1/tau> at eta=5: 1.024205
Fermi <tau><1/tau> at eta=20: 1.002020
Fermi excess at eta=40: 5.1182e-04
degenerate law at eta=40: 5.1404e-04
tests ok
```
